Electrothermal Onset of Negative Differential Resistance under Linear Cooling

**Problem**

A small resistive element conducts by a thermally activated process. Its current is proportional to its voltage at any fixed temperature T, and its resistance is

R(T) = R0 exp[θ(1/T − 1/T0)], θ = Ea/kB.

Here T0 is the ambient temperature, R0 the resistance at T0, Ea the activation energy and kB the Boltzmann constant. The element has one uniform temperature and loses heat at the rate (T − T0)/Rth, where Rth is a constant thermal resistance. This is linear, or Newton, cooling.

The model parameters are Ea = 0.30 eV, T0 = 300 K, R0 = 100 kΩ, Rth = 1.0 × 10⁵ K/W and heat capacity C = 1.0 × 10⁻¹¹ J/K. They are round values and describe no particular material.

(a) As the current is raised slowly from zero, at what temperature does the differential resistance dV/dI first become zero, before turning negative?

(b) What are the resistance, power, voltage and current at that point?

(c) Is the steady state beyond that point stable at fixed voltage? At fixed current?

**Hints**

1. In a steady state the Joule power equals the heat loss. Write V² and I² separately as functions of T, and use T as the parameter along the curve.

2. Take logarithms before differentiating. The constants R0 and Rth then drop out of the slopes.

3. The condition for a voltage maximum is a quadratic equation in T. Decide from the sign of the slope which root is the maximum.

4. For stability, displace the temperature slightly and ask whether the heating or the heat loss changes more.

**Full solution**

*The steady curve.* The Joule power can be written as V²/R or as I²R. Setting each equal to the heat loss gives

V² = R(T)(T − T0)/Rth,

I² = (T − T0)/[Rth R(T)].

The derivative of the exponent in R(T) is −θ/T², so

d ln R/dT = −θ/T².

Taking the logarithm of each steady-state equation and differentiating,

2 d ln V/dT = 1/(T − T0) − θ/T²,

2 d ln I/dT = 1/(T − T0) + θ/T².

The second expression is positive for every T > T0. Since I also runs from zero at T = T0 to arbitrarily large values, each current belongs to one temperature, and raising the current means moving up in T. The voltage has no such property: its slope contains two competing terms. Heating the element requires more power, which raises V, but the falling resistance lets a given voltage deliver more power, which lowers the V required.

*The differential resistance.* Define the dimensionless feedback

a = θ(T − T0)/T².

Dividing the two logarithmic slopes, and multiplying numerator and denominator by T − T0, gives

d ln V/d ln I = (1 − a)/(1 + a).

Because dV/dI = (V/I) d ln V/d ln I and V/I = R,

dV/dI = R(1 − a)/(1 + a).

Near ambient temperature a tends to zero and dV/dI tends to R0, as it should for an unheated resistor. The static resistance V/I remains positive throughout. What changes sign, at a = 1, is the differential resistance.

*The onset temperature.* Setting a = 1 and multiplying by T²,

θ(T − T0) = T²,

T² − θT + θT0 = 0.

With s = √(1 − 4T0/θ), the two roots are

T = (θ/2)(1 ± s).

They are real and distinct if θ > 4T0. To see which one is the voltage maximum, write

1 − a = (T² − θT + θT0)/T².

The numerator is an upward parabola. It is positive below the lower root, negative between the roots and positive above the upper one. The voltage therefore rises up to the lower root and falls after it, so the lower root is the onset. Since (1 − s)(1 + s) = 4T0/θ, it can also be written

T_on = (θ/2)(1 − s) = 2T0/(1 + s).

The numbers are

θ = 0.30 eV/(8.617 × 10⁻⁵ eV/K) = 3481 K,

4T0/θ = 0.3447, s = √(1 − 0.3447) = 0.8095,

T_on = 600 K/1.8095 = 331.6 K.

The onset is thus near 332 K, about 32 K above ambient. Neither R0 nor Rth appears in the formula. As a test, the heat balance was solved at given current and the voltage maximized numerically, without using the formula for T_on. The same temperature was found for the stated parameters, for R0 = 2 kΩ and for Rth = 7 × 10⁶ K/W.

The upper root, 3150 K, is a formal voltage minimum. It relies on constant Ea and constant Rth over a tenfold rise in absolute temperature, and should not be read as a prediction for a device.

*A small-rise estimate and its error.* Let y = T_on/T0 and x = T0/θ. The onset condition θ(T − T0) = T² becomes

y = 1 + xy².

Insert y = 1 + c₁x + c₂x² + c₃x³ + … . Its square is 1 + 2c₁x + (c₁² + 2c₂)x² + … . Comparing equal powers of x gives c₁ = 1, c₂ = 2c₁ = 2 and c₃ = c₁² + 2c₂ = 5. Hence

T_on = T0(1 + x + 2x² + 5x³ + …).

The first correction is the simple estimate T_on − T0 ≈ kBT0²/Ea. It follows from replacing T² by T0² in the onset condition. Here x = 0.0862 and the estimate is 25.9 K, compared with the full model value of 31.6 K. It is low by about 18% of the full rise. The successive approximations to T_on are 325.9 K, 330.3 K and 331.3 K, which approach 331.6 K from below.

*Electrical quantities at the onset.* The exponent in the resistance is

θ(1/T − 1/T0) = −θ(T − T0)/(T T0).

At the onset θ(T − T0) = T², so the exponent reduces to −T_on/T0. Therefore

R_on = R0 exp(−T_on/T0) = 100 kΩ × exp(−1.105) = 33.1 kΩ.

The power follows from the temperature rise:

P_on = 31.58 K/(1.0 × 10⁵ K/W) = 3.158 × 10⁻⁴ W = 0.316 mW.

The voltage and current are then

V_on = √(P_on R_on) = √(3.158 × 10⁻⁴ W × 3.311 × 10⁴ Ω) = 3.23 V,

I_on = √(P_on/R_on) = √(3.158 × 10⁻⁴ W/3.311 × 10⁴ Ω) = 97.7 μA.

The resistance has fallen to about one third of its ambient value. These four quantities do depend on R0 or Rth, unlike the onset temperature.

*Stability.* Away from a steady state the temperature obeys

C dT/dt = heating − (T − T0)/Rth.

Let δ be a small temperature displacement, uniform over the element, and let τ = RthC = 1.0 μs.

At fixed voltage the heating is V²/R. Its derivative with respect to T is (V²/R)(θ/T²). In the steady state V²/R = (T − T0)/Rth, so this derivative equals a/Rth. The linearized equation is

C dδ/dt = (a/Rth − 1/Rth)δ,

dδ/dt = [(a − 1)/τ]δ.

The displacement decays for a < 1 and grows for a > 1. The voltage maximum is therefore the limit of stability at fixed voltage.

At fixed current the heating is I²R, whose derivative is −a/Rth. Then

dδ/dt = −[(1 + a)/τ]δ.

This decays everywhere on the curve, because a hotter element now receives less power. A current source can therefore hold the element on the negative branch, provided the capacitance in parallel with the element is small enough. A large capacitance lets the element draw extra current as it heats, and the steady state can then become unstable. With a parallel capacitance Cp the voltage obeys Cp dV/dt = I − V/R. Linearizing this together with the heat equation gives a matrix with determinant (1 + a)/(τRCp), always positive, and trace (a − 1)/τ − 1/(RCp). For a > 1 stability therefore requires Cp < τ/[R(a − 1)], about 113 pF at 360 K. The conclusion covers uniform temperature changes; the model cannot say whether the current would contract into a filament.

At 360 K, for example, a = 1.612. A displacement grows at 0.612 per τ at fixed voltage and decays at 2.612 per τ at fixed current.

*What switching looks like in time.* Suppose a constant voltage is applied to an element initially at 300 K. At 0.99 V_on the element settles at 325.1 K. At 1.01 V_on it passes 400 K after about 31τ, or 31 μs, and is still heating. A change of 2% of V_on separates the two outcomes.

The delay of many thermal times has a direct explanation. At T = T_on the heating at 1.01 V_on is 1.01² P_on, while the loss is P_on. The excess is about 0.020 P_on, so the temperature rises at only

dT/dt = 0.020 × 31.6 K/τ ≈ 0.6 K/τ.

At the start, when there is no heat loss, the rate is Rth(1.01 V_on)²/(R0τ) ≈ 11 K/τ. The element thus heats quickly at first, lingers near T_on, and then runs away.

The 400 K mark is a stopping point for the calculation, not a final state. Since V falls from T_on to the upper root, and recovers only slowly beyond it, the model has no steady state for a voltage above V_on until above 10⁶ K, where it has no physical meaning. In a real circuit something outside the model, such as a series resistor, must limit the heating.

*When the result changes.* With linear cooling and any ohmic R(T), the voltage maximum satisfies −d ln R/dT = 1/(T − T0). A temperature-dependent prefactor or activation energy therefore shifts the onset through d ln R/dT. If the conductivity also depends on the electric field, R is no longer a function of T alone and the derivation must be redone. The same is true if the temperature is not uniform.

**Variation 1: a series resistor**

*A fixed source voltage Vs drives the element through a resistor RL. What RL stabilizes the steady state at 360 K?*

The current is Vs/(R + RL), so the heating in the element is

P = Vs²R/(R + RL)².

Differentiating its logarithm,

d ln P/dT = (d ln R/dT)[1 − 2R/(R + RL)] = (θ/T²)(R − RL)/(R + RL).

Multiplying by the steady power (T − T0)/Rth and subtracting the change in heat loss gives the growth rate

[a(R − RL)/(R + RL) − 1]/τ.

Stability requires a(R − RL) < R + RL. Collecting the terms in RL,

RL > R(a − 1)/(a + 1) = −dV/dI.

At 360 K, R = 14.46 kΩ, and the smallest load for stability against small displacements is

14.46 kΩ × 0.612/2.612 = 3.39 kΩ.

In a test with loads 5% below and 5% above this value, the growth rate was positive and negative respectively. The condition is local. The quantity −dV/dI is largest, 3.42 kΩ, near 356 K, so a load only slightly above 3.39 kΩ can cross the steady curve three times. With RL = 3.40 kΩ and the source voltage set for 360 K, the crossings lie at 350.9 K, 357.8 K and 360 K, and an element heated from ambient stops at 350.9 K. A load above the largest −dV/dI on the branch guarantees a single steady state. For RL = 0 the growth rate reduces to the fixed-voltage result, and for very large RL to the fixed-current result. Capacitance across the element has been neglected; including it would add a second dynamical equation for the voltage.

**Variation 2: a lower barrier**

*At the same ambient temperature, how small can Ea be before the negative branch disappears?*

Distinct real roots require θ > 4T0, or

Ea > 4kBT0 = 0.103 eV.

At equality s = 0, and both roots merge at T = 2T0 = 600 K. There

1 − a = (T − 2T0)²/T²,

so the differential resistance touches zero without becoming negative. For a smaller barrier the quadratic has no real root, and dV/dI stays positive at all temperatures. The resistance still falls on heating, but never steeply enough to outweigh the rising heat loss.

Current scans tested both sides of this limit. With a barrier 2% below it, the voltage rose at every step; with a barrier 2% above it, the voltage fell over part of the scan. A thermally activated resistance is therefore not sufficient by itself for negative differential resistance under linear cooling. The remaining values are in the numerical output.

Computed results

```
Activation energy Ea = 0.30 eV
Ambient temperature T0 = 300.0 K
Boltzmann constant = 8.617333e-05 eV/K
Ambient resistance R0 = 100.0 kOhm
Thermal resistance Rth = 1.0e+05 K/W
Heat capacity C = 1.0e-11 J/K
Thermal time tau = 1.000 microseconds
theta = Ea/kB = 3481.36 K
4 T0/theta = 0.34469 (dimensionless)
sqrt(1 - 4 T0/theta) = 0.80951 (dimensionless)
Onset temperature, formula = 331.581 K
Onset temperature, numerical maximum = 331.581 K
Same, R0 = 2 kOhm = 331.581 K
Same, Rth = 7e6 K/W = 331.581 K
Temperature rise at onset = 31.581 K
First-order rise kB T0^2/Ea = 25.852 K
Expansion parameter x = T0/theta = 0.08617 (dimensionless)
Onset to first order = 325.852 K
Onset to second order = 330.308 K
Onset to third order = 331.267 K
Formal upper root = 3149.8 K
Formal voltage minimum, numerical = 3149.8 K
Minimum barrier 4 kB T0 = 0.10341 eV
Smallest V step, barrier 2% below = 9.093e-04 V
Smallest V step, barrier 2% above = -8.558e-04 V
Resistance at onset = 33.112 kOhm
Resistance ratio R_on/R0 = 0.3311 (dimensionless)
Power at onset = 0.3158 mW
Threshold voltage = 3.2338 V
Current at onset = 97.66 microamperes
dV/dI at 310 K, numerical = 32.196 kOhm
dV/dI at 325 K, numerical = 3.952 kOhm
dV/dI at 340 K, numerical = -2.370 kOhm
dV/dI at 360 K, numerical = -3.386 kOhm
Static resistance at 360 K = 14.456 kOhm
Voltage at 360 K = 2.9451 V
Current at 360 K = 203.73 microamperes
Feedback a at 360 K = 1.6117 (dimensionless)
Growth rate at 360 K, fixed voltage = 0.6117 per tau
Growth rate at 360 K, fixed current = -2.6117 per tau
Critical series load at 360 K = 3.386 kOhm
Growth rate, load 5% below critical = 0.0250 per tau
Growth rate, load 5% above critical = -0.0245 per tau
Final temperature at 0.99 threshold = 325.141 K
Time to 400 K at 1.01 threshold = 31.08 tau
Final temperature, fixed 360 K current = 360.000 K
```
